\section*{Drude Conductivity of Plasma Electrons from Momentum Balance and Free Flights, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: the momentum balance}

\subsection{A steady field}

Take a uniform gas of electrons with density $n$, and apply a steady electric field $E_0$ along the $z$ axis. Each electron has charge $-e$, with $e>0$, and mass $m$. It moves among heavy atoms at rest and collides with them at a rate $\nu$, the same for every electron whatever its speed. After a collision all directions of motion are equally likely. The electrons that have just collided therefore have zero mean velocity.

Let $u$ be the mean electron velocity along $z$. In a short time $dt$ a fraction $\nu\,dt$ of the electrons collides. Since the rate is the same for all, these electrons are a fair sample of the gas, and before colliding they carry a mean momentum $mu$ each. The collisions erase it. Per electron and per unit time, collisions thus remove the momentum $m\nu u$, while the field supplies $-eE_0$. In the steady state the two balance:
\begin{equation}
0=-eE_0-m\nu u
\qquad\Longrightarrow\qquad
u=-\frac{eE_0}{m\nu}.
\end{equation}
The electrons drift against the field because their charge is negative. The current density is charge times density times mean velocity, and the two minus signs cancel:
\begin{equation}
J=-enu=\frac{ne^2}{m\nu}E_0=\sigma_0E_0,
\qquad
\sigma_0=\frac{ne^2}{m\nu}.
\label{eq:dc}
\end{equation}

For the round model values $n=10^{17}\ \mathrm{m^{-3}}$ and $\nu=10^9\ \mathrm{s^{-1}}$, this gives $\sigma_0=2.818\ \mathrm{S/m}$. A field of $100\ \mathrm{V/m}$ then drives a current density of $2.818\times100\approx282\ \mathrm{A/m^2}$.

Equation (\ref{eq:dc}) grows without bound as $\nu\to0$. With no collisions there is nothing to balance the force, and a steady field accelerates the electrons indefinitely. An oscillating field is different: it reverses its push before the velocity can grow far. Electron inertia can then limit the current even when collisions are rare.

\subsection{When collisions act as friction}

Let the field $E(t)$ now vary in time. It is taken as uniform over the distance an electron travels in a cycle. The density is constant, the ions are fixed, and there is no magnetic field or pressure gradient. The electrons are nonrelativistic.

Follow one electron with velocity component $v_z$ through a short time $dt$. With probability $1-\nu\,dt$ it does not collide, and its velocity becomes $v_z-eE\,dt/m$. With probability $\nu\,dt$ it collides, and its mean velocity just afterwards is zero. Any push from the field during the rest of the interval is of order $dt$, so its contribution to the average is of order $dt^2$. Averaging over all electrons, denoted by angle brackets, gives
\begin{align}
u(t+dt)
&=\left\langle(1-\nu\,dt)\left(v_z-\frac{eE}{m}dt\right)\right\rangle+O(dt^2)\nonumber\\
&=u-\langle\nu v_z\rangle\,dt-\frac{eE}{m}dt+O(dt^2).
\end{align}
Subtract $u(t)$, divide by $dt$, and let $dt\to0$:
\begin{equation}
\frac{du}{dt}=-\frac{eE}{m}-\langle\nu v_z\rangle.
\label{eq:unclosed}
\end{equation}
If $\nu$ is constant it can be taken out of the average, so $\langle\nu v_z\rangle=\nu u$ and
\begin{equation}
m\frac{du}{dt}=-eE(t)-m\nu u.
\label{eq:momentum}
\end{equation}
This is the equation of motion of a particle with linear friction, but it describes the mean velocity. A single electron moves freely between abrupt collisions. No particular velocity distribution was assumed.

If the rate depends on speed, the last step fails. Suppose that $\nu(v)=cv$, where $v$ is the speed and $c$ a constant, and that the distribution is a Maxwellian displaced by a small mean velocity $u$. Let $s$ be the thermal spread of one velocity component. To first order in $u/s$,
\begin{equation}
\exp\left[-\frac{v_x^2+v_y^2+(v_z-u)^2}{2s^2}\right]
\simeq e^{-v^2/2s^2}\left(1+\frac{uv_z}{s^2}\right).
\end{equation}
The undisplaced part contributes nothing to $\langle vv_z\rangle$, because it is even in $v_z$. Write $\langle\cdots\rangle_0$ for an average over that part. By isotropy $v_z^2$ may be replaced by $v^2/3$, so
\begin{equation}
\langle\nu v_z\rangle
=\frac{cu}{s^2}\langle vv_z^2\rangle_0
=\frac{cu}{3s^2}\langle v^3\rangle_0 .
\end{equation}
The speed distribution is proportional to $v^2e^{-v^2/2s^2}$. Since $ve^{-v^2/2s^2}=-s^2\,d(e^{-v^2/2s^2})/dv$, integration by parts gives
\begin{equation}
\int_0^\infty v^5e^{-v^2/2s^2}dv
=4s^2\int_0^\infty v^3e^{-v^2/2s^2}dv .
\end{equation}
The boundary terms vanish. Hence $\langle v^3\rangle_0=4s^2\langle v\rangle_0$, and with $\langle\nu\rangle=c\langle v\rangle_0$ at this order,
\begin{equation}
\langle\nu v_z\rangle=\frac43\langle\nu\rangle u .
\end{equation}
Fast electrons collide more often and also carry more of the drift, so the friction exceeds the mean collision rate times the drift. Direct integration over the displaced distribution gives the ratio $1.3333$. The factor belongs to this assumed distribution; a field acting on electrons with a speed-dependent rate can also change the distribution's shape. From here on, $\nu$ is constant.

\subsection{Response to an oscillating field}

Write the field as
\begin{equation}
E(t)=\mathrm{Re}\left[E_0e^{-i\omega t}\right]=E_0\cos\omega t,
\label{eq:field}
\end{equation}
with real amplitude $E_0>0$ and angular frequency $\omega>0$. Equation (\ref{eq:momentum}) is linear with real coefficients. We may therefore solve it with the complex field and take the real part at the end. Inserting $Ue^{-i\omega t}$ for the velocity, each time derivative becomes a factor $-i\omega$:
\begin{equation}
-i\omega mU=-eE_0-m\nu U
\qquad\Longrightarrow\qquad
U=-\frac{eE_0}{m(\nu-i\omega)}.
\label{eq:U}
\end{equation}
Any solution of the equation without a field, $Ce^{-\nu t}$, may be added. If the gas has zero mean velocity at $t=0$, then $C=-\mathrm{Re}\,U$, and
\begin{equation}
u(t)=\mathrm{Re}\left[Ue^{-i\omega t}\right]-\mathrm{Re}[U]\,e^{-\nu t}.
\label{eq:transient}
\end{equation}
The second term is the memory of the start. Once $t\gg1/\nu$ it is negligible, and the current follows from $J=-enu$:
\begin{equation}
J(t)=\mathrm{Re}\left[\sigma E_0e^{-i\omega t}\right],
\qquad
\sigma(\omega)=-\frac{enU}{E_0}=\frac{ne^2}{m(\nu-i\omega)}.
\label{eq:drude}
\end{equation}
This is the Drude conductivity. With the opposite time convention, $e^{+i\omega t}$, the sign of $i$ changes throughout, while the physical current stays the same.

The friction law was tested by following individual electrons through random isotropic collisions at $\omega=\nu$. In units of the acceleration amplitude divided by $\nu$, the predicted complex velocity is $1/(1-i)=0.5+0.5i$. Electrons starting at rest gave $0.499+0.498i$, and electrons starting with a large random speed gave $0.501+0.503i$. The differences lie within the allowance made for sampling noise.

\subsection{Resistance and inertia}

Multiply numerator and denominator of (\ref{eq:drude}) by $\nu+i\omega$, using $(\nu-i\omega)(\nu+i\omega)=\nu^2+\omega^2$:
\begin{equation}
\sigma=\frac{ne^2}{m}\,\frac{\nu+i\omega}{\nu^2+\omega^2}.
\label{eq:parts}
\end{equation}
Both parts are positive. Writing $\sigma=|\sigma|e^{i\phi}$ gives
\begin{equation}
J(t)=|\sigma|E_0\cos(\omega t-\phi),
\qquad
\tan\phi=\frac{\omega}{\nu},
\end{equation}
so the current reaches its maximum after the field does, by a phase $\phi$ between $0$ and $90^\circ$.

The separate roles of collisions and mass are clearest in the inverse,
\begin{equation}
\frac1\sigma=\frac{m\nu}{ne^2}-i\omega\frac{m}{ne^2}.
\label{eq:inverse}
\end{equation}
The factor $-i\omega$ stands for a time derivative, so (\ref{eq:inverse}) says that
\begin{equation}
E=\frac{m\nu}{ne^2}J+\frac{m}{ne^2}\frac{dJ}{dt}.
\end{equation}
The first term is the field needed to push the current against collisions. The second is the field needed to change the electrons' velocity. They add like the voltages across a resistor and an inductor in series, although this inductance comes from the electrons' mass and not from a magnetic field. For the model values the coefficients are $0.355\ \Omega\,\mathrm{m}$ and $3.55\times10^{-10}\ \mathrm{H\,m}$.

For $\omega\ll\nu$ the resistive term dominates and $\sigma\to\sigma_0$. The error of this replacement follows from the ratio
\begin{equation}
\frac{\sigma_0}{\sigma}=\frac{\nu-i\omega}{\nu}=1-i\frac{\omega}{\nu},
\qquad
\frac{|\sigma_0-\sigma|}{|\sigma|}=\frac{\omega}{\nu}.
\label{eq:reserr}
\end{equation}
For $\omega\gg\nu$ we drop $\nu$ from the denominator and use $1/(-i)=i$:
\begin{equation}
\sigma\to\sigma_{\rm in}=\frac{ine^2}{m\omega},
\qquad
\frac{\sigma_{\rm in}}{\sigma}=\frac{\nu-i\omega}{-i\omega}=1+i\frac{\nu}{\omega}.
\label{eq:inerr}
\end{equation}
The error relative to $|\sigma|$ is now $\nu/\omega$. In the first limit the current is in phase with the field and set by collisions. In the second it lags by nearly a quarter period, and its size is set by inertia.

The table uses $\sigma_0=2.818\ \mathrm{S/m}$ and $\nu=10^9\ \mathrm{s^{-1}}$ at three frequencies $f=\omega/2\pi$.

\begin{center}
\begin{tabular}{cccc}
$f$ (MHz) & $\mathrm{Re}\,\sigma$ (S/m) & $\mathrm{Im}\,\sigma$ (S/m) & lag $\phi$\\
\hline
13.56 & 2.798 & 0.238 & $4.9^\circ$\\
159.2 & 1.409 & 1.409 & $45.0^\circ$\\
2450 & 0.0118 & 0.182 & $86.3^\circ$
\end{tabular}
\end{center}

At $13.56$ MHz, $\omega/\nu=0.0852$. Thus $\mathrm{Re}\,\sigma=2.818/(1+0.0852^2)=2.798\ \mathrm{S/m}$, and the imaginary part is $0.0852$ times this. The resistive limit has a relative error of $8.5\%$. Most of it is an error of phase: the magnitudes $2.818$ and $2.808\ \mathrm{S/m}$ differ by only $0.4\%$. At $2450$ MHz, $\omega/\nu=15.4$, and the inertial limit has a relative error of $6.5\%$. At the middle frequency $\omega=\nu$, and neither limit is usable.

The electrons' oscillating displacement has amplitude $|U|/\omega$. With $E_0=100\ \mathrm{V/m}$ at $13.56$ MHz this is $1.7525\times10^4/(8.520\times10^7)\ \mathrm{m}$, or $206\ \mathrm{\mu m}$. At $2450$ MHz it is $0.074\ \mathrm{\mu m}$. This displacement is superposed on the electrons' random motion. With the density uniform, the conductivity found here applies if the field varies little over the distance an electron travels, random motion included, in a time $1/\nu$ or in one cycle, whichever is shorter. For a field that varies only across its own direction the density does stay uniform. Collisions erase the effect of earlier pushes, so at low frequency the distance travelled in a whole cycle then does not matter. A field that varies along its own direction makes the current diverge and the density change. In that case the field must also vary little over the distance an electron diffuses in one cycle, of order $s/\sqrt{\nu\omega}$ for $\omega\ll\nu$, where $s$ is the thermal spread of one velocity component.

\section{Second derivation: free flights and memory}

\subsection{What is carried over}

The electrons have density $n$, charge $-e$, mass $m$ and mean velocity $u$ along the field. They collide at the constant rate $\nu$, and each collision leaves zero mean velocity. The field is $E(t)=\mathrm{Re}[E_0e^{-i\omega t}]$ and the electron current density is $J=-enu$. The first derivation gave
\begin{equation}
m\frac{du}{dt}=-eE-m\nu u,
\qquad
\sigma=\frac{ne^2}{m(\nu-i\omega)},
\label{eq:recall}
\end{equation}
with the limits $\sigma_0=ne^2/(m\nu)$ for $\omega\ll\nu$ and $ine^2/(m\omega)$ for $\omega\gg\nu$. The conductivity will now be obtained without the differential equation, by asking what each electron remembers of the field.

The momentum balance has given the Drude conductivity, with its resistive limit at low frequency and its inertial limit at high frequency. It remains to obtain the same result from the electrons' free flights, and to examine the heating, the displacement current and what each derivation assumes.

All numerical values are calculated from the stated model.
